**Deformed Fermi nucleus and the Dirac 1s level at fixed rms radius**

The program examines how a quadrupole deformation beta2 of a Fermi charge distribution, with half-density radius c and diffuseness a, shifts the 1s level of a one-electron ion when the rms charge radius and a are held fixed. The leading term is (π/5) Z n₂ δ⟨r⁴⟩, where n₂ is the r² coefficient of the electron density at the nuclear centre. Assertions compare the moment formula with direct quadrature, the density series with the numerical Dirac spinor, and the first-order energy integral with differences of Dirac eigenvalues. They also require a power of beta2 close to two, and a moment sum through r⁸ within 10% of the first-order integral. For Z = 70 and beta2 = 0.3 the level shifts by −0.0092 eV; the r⁴ term alone gives −0.0129 eV, and the r⁶ and r⁸ terms correct most of the excess. A spherical nucleus matched in ⟨r²⟩ and ⟨r⁴⟩ reproduces 96% of the shift, and the program asserts agreement within 10%. With c held fixed instead of the rms radius, the shift is +0.725 eV.

## Numerical check

```python
"""Deformed Fermi nucleus and the 1s level of a one-electron ion.

Result under test: at fixed rms charge radius and diffuseness, quadrupole
deformation beta shifts the Dirac 1s level at order beta^2.  The leading
term of the moment expansion is (pi/5) Z n2 delta<r^4>; higher moments
correct it.  Here n(r) = n0 + n2 r^2 + ... is the electron density in the
nucleus, c the half-density radius, a the diffuseness, and
R(theta) = c (1 + beta Y20).  Atomic units inside; eV and angstrom printed.
g and f are the large and small radial components divided by r.
"""
import math
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial import chebyshev as ch
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import solve_ivp
from scipy.interpolate import BarycentricInterpolator
from scipy.optimize import brentq
from scipy.special import expit

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
LIGHT = 1 / fine_structure
Z = 70
RMS = 5.3e-5 / ANG
A0 = 0.52e-5 / ANG
BETA = 0.3
R_MATCH = 20e-5 / ANG

# Chebyshev grid on [0, R_MATCH] with differentiation and integration
N = 160
x_grid = -np.cos(np.pi * np.arange(N + 1) / N)
r = 0.5 * R_MATCH * (x_grid + 1)
r[0] = 0.0
to_coef = np.linalg.inv(ch.chebvander(x_grid, N))
basis = np.eye(N + 1)
DIFF = ch.chebval(x_grid, ch.chebder(basis)).T @ to_coef / (0.5 * R_MATCH)
INTEG = ch.chebval(x_grid, ch.chebint(basis, lbnd=-1)).T @ to_coef
INTEG = INTEG * (0.5 * R_MATCH)
WEIGHT = INTEG[-1]

# Angular quadrature
u, wu = np.polynomial.legendre.leggauss(48)
wu = wu / 2
Y20 = math.sqrt(5 / (16 * math.pi)) * (3 * u**2 - 1)


def density(c, a, beta):
    """Angle-averaged charge density, normalized to one."""
    surface = c * (1 + beta * Y20)
    shape = expit((surface[None, :] - r[:, None]) / a) @ wu
    return shape / (4 * math.pi * (WEIGHT @ (r**2 * shape)))


def moment(n, c, a, beta):
    return 4 * math.pi * (WEIGHT @ (r**(n + 2) * density(c, a, beta)))


def c_fixed_rms(a, beta):
    return brentq(lambda c: moment(2, c, a, beta) / RMS**2 - 1,
                  0.8 * RMS, 1.5 * RMS, xtol=1e-19, rtol=1e-14)


def potential(rho):
    charge = 4 * math.pi * (INTEG @ (r**2 * rho))
    outer = 4 * math.pi * (WEIGHT @ (r * rho) - INTEG @ (r * rho))
    inner = np.zeros_like(r)
    inner[1:] = charge[1:] / r[1:]
    return -Z * (inner + outer)


# Decaying Coulomb solutions outside R_MATCH for several energies at once
gamma = math.sqrt(1 - (Z / LIGHT)**2)
e_point = LIGHT**2 * (gamma - 1)
x_max = 60 / EV
shifts = 0.5 * x_max * (1 - np.cos(np.pi * np.arange(7) / 6))
energies = e_point + shifts


def outside(t, y):
    big, small, _ = y.reshape(3, -1)
    rad = math.exp(t)
    k = (energies + Z / rad) / LIGHT
    return np.concatenate([big + rad * (2 * LIGHT + k) * small,
                           -small - rad * k * big,
                           -rad * (big**2 + small**2)])


ratio = -np.sqrt(-energies / (2 * LIGHT**2 + energies))
start = np.concatenate([np.ones(7), ratio, (1 + ratio**2) / (2 * Z)])
run = solve_ivp(outside, (math.log(30 / Z), math.log(R_MATCH)), start,
                method="DOP853", rtol=1e-13, atol=1e-13)
assert run.success
p_out, q_out, norm_out = run.y[:, -1].reshape(3, -1)
scale = np.max(np.abs(p_out))
outer_fit = BarycentricInterpolator(
    shifts, np.column_stack([p_out / scale, q_out / scale,
                             norm_out / scale**2]))
# At the point-nucleus energy the solution must be the regular one
assert abs(q_out[0] / p_out[0] / ((gamma - 1) * LIGHT / Z) - 1) < 1e-7


def inside(shift, pot):
    """Regular solution with g(0)=1 on the nuclear grid."""
    k = (e_point + shift - pot) / LIGHT
    upper = 2 * LIGHT + k
    matrix = (r[:, None] * DIFF + 2 * np.eye(N + 1)
              + (r * k)[:, None] * INTEG * upper[None, :])
    f = np.linalg.solve(matrix, -r * k)
    return 1 + INTEG @ (upper * f), f


def level(c, a, beta):
    """1s energy relative to the point nucleus, in hartree."""
    pot = potential(density(c, a, beta))

    def mismatch(shift):
        g, f = inside(shift, pot)
        p, q, _ = outer_fit(shift)
        return p * f[-1] - q * g[-1]
    return brentq(mismatch, 0, x_max, xtol=1e-13, rtol=1e-14)


# Isotropy of the small-component angular density of 1s1/2
lower = u**2 / (4 * math.pi) + (1 - u**2) / (4 * math.pi)
assert abs(wu @ (lower * Y20)) < 1e-14
assert abs(wu @ Y20**2 - 1 / (4 * math.pi)) < 1e-14

# Sharp surface: relative change of <r^4> at fixed <r^2> is beta^2/pi


def log_sharp(beta):
    m3, m5, m7 = [wu @ (1 + beta * Y20)**p / p for p in (3, 5, 7)]
    return math.log(m7 * m3 / m5**2)


b = 0.02
sharp = ((log_sharp(b) + log_sharp(-b)) / 2 - log_sharp(0)) / b**2
assert abs(sharp * math.pi - 1) < 0.01

# Spherical reference and its electron density
c0 = c_fixed_rms(A0, 0)
rho0 = density(c0, A0, 0)
pot0 = potential(rho0)
e0 = level(c0, A0, 0)
g0, f0 = inside(e0, pot0)
p_m, _, n_m = outer_fit(e0)
total = WEIGHT @ (r**2 * (g0**2 + f0**2)) + n_m * (R_MATCH * g0[-1] / p_m)**2
electron = (g0**2 + f0**2) / (4 * math.pi * total)

# Power series of the electron density near the centre
k0 = (e_point + e0 - pot0[0]) / LIGHT
k2 = 2 * math.pi / 3 * Z * rho0[0] / LIGHT
gs, fs = [1.0], []
for m in range(4):
    fs.append(-(k0 * gs[m] - (k2 * gs[m - 1] if m else 0)) / (2 * m + 3))
    gs.append(((2 * LIGHT + k0) * fs[m] - (k2 * fs[m - 1] if m else 0))
              / (2 * m + 2))
gg, ff = np.convolve(gs, gs), np.convolve(fs, fs)
series = [1.0] + [gg[m] + ff[m - 1] for m in (1, 2, 3)]
n2_linear = -2 * LIGHT * k0 / 3
n2_square = -2 * k0**2 / 9
probe = np.argmin(np.abs(r - 0.3 * c0))
numeric = (electron[probe] / electron[0] - 1) / r[probe]**2
predicted = (n2_linear + n2_square + series[2] * r[probe]**2
             + series[3] * r[probe]**4)
assert abs(numeric / predicted - 1) < 2e-3

# Second-order formula for delta<r^4> from Fermi-integral polynomials


def fermi_integral(n):
    p = n + 3
    coef = np.zeros(p + 1)
    for j, d in enumerate((1, 1 / 6, 7 / 360, 31 / 15120)):
        if 2 * j <= p:
            coef[p - 2 * j] = math.perm(p, 2 * j) / p * d * (math.pi * A0)**(2 * j)
    return Polynomial(coef)


i0 = fermi_integral(0)
curv, slope = {}, {}
for n in (2, 4):
    i_n = fermi_integral(n)
    mean = i_n(c0) / i0(c0)
    curv[n] = i_n.deriv(2)(c0) - mean * i0.deriv(2)(c0)
    slope[n] = i_n.deriv()(c0) - mean * i0.deriv()(c0)
r4_coef = (c0**2 / (8 * math.pi * i0(c0))
           * (curv[4] - slope[4] / slope[2] * curv[2]))
r4_ref = moment(4, c0, A0, 0)


def even_changes(beta):
    """Mean over +beta and -beta of changes of <r^4> and of the level."""
    dr4 = de = 0.0
    for s in (beta, -beta):
        c = c_fixed_rms(A0, s)
        dr4 += (moment(4, c, A0, s) - r4_ref) / 2
        de += (level(c, A0, s) - e0) / 2
    return dr4, de


dr4_small, de_small = even_changes(0.05)
dr4_twice, de_twice = even_changes(0.10)
assert abs(dr4_small / 0.05**2 / r4_coef - 1) < 0.03
power = math.log(de_twice / de_small) / math.log(2)
assert abs(power - 2) < 0.1

# Worked case: direct eigenvalue, first-order integral, moment series
c_def = c_fixed_rms(A0, BETA)
rho_def = density(c_def, A0, BETA)
de_direct = level(c_def, A0, BETA) - e0
de_first = 4 * math.pi * (WEIGHT @ (r**2 * electron
                                    * (potential(rho_def) - pot0)))
assert abs(de_first / de_direct - 1) < 0.02
change, parts = {}, {}
for m in (1, 2, 3):
    q = 2 * m + 2
    change[q] = moment(q, c_def, A0, BETA) - moment(q, c0, A0, 0)
    parts[q] = (Z * 4 * math.pi * electron[0] * series[m] * change[q]
                / (q * (q + 1)))
sums = np.cumsum([parts[4], parts[6], parts[8]])
errors = np.abs(sums / de_first - 1)
assert parts[4] < 0 and de_direct < 0
assert errors[2] < errors[1] < errors[0] and errors[2] < 0.1

c_obl = c_fixed_rms(A0, -BETA)
de_oblate = level(c_obl, A0, -BETA) - e0
assert de_oblate < 0
de_fixed_c = level(c0, A0, BETA) - e0
assert de_fixed_c > 10 * abs(de_direct)

# Spherical nucleus with the same <r^2> and <r^4> as the deformed one
r4_def = moment(4, c_def, A0, BETA)
a_match = brentq(lambda a: moment(4, c_fixed_rms(a, 0), a, 0) / r4_def - 1,
                 A0, 1.6 * A0, xtol=1e-18, rtol=1e-13)
c_match = c_fixed_rms(a_match, 0)
de_match = level(c_match, a_match, 0) - e0
assert abs(de_match / de_direct - 1) < 0.1


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("nuclear charge Z", Z)
show("Z alpha", Z / LIGHT)
show("rms charge radius", RMS * ANG, "angstrom")
show("diffuseness a", A0 * ANG, "angstrom")
show("deformation beta2", BETA)
show("c, spherical", c0 * ANG, "angstrom", 6)
show("c, beta2 positive, same rms", c_def * ANG, "angstrom", 6)
show("c, beta2 negative, same rms", c_obl * ANG, "angstrom", 6)
show("point-nucleus 1s energy", e_point * EV, "eV", 9)
show("finite-size shift, spherical", e0 * EV, "eV", 6)
show("potential energy at centre", pot0[0] * EV, "eV", 6)
show("electron density at centre n0", electron[0] / ANG**3, "angstrom^-3")
show("n2<r^2>/n0, total", series[1] * RMS**2)
show("n2<r^2>/n0, part linear in k0", n2_linear * RMS**2)
show("n2<r^2>/n0, part quadratic in k0", n2_square * RMS**2)
show("n4<r^2>^2/n0", series[2] * RMS**4)
show("n6<r^2>^3/n0", series[3] * RMS**6)
show("sharp surface: d<r^4>/(<r^4> beta2^2), quadrature", sharp)
show("1/pi", 1 / math.pi)
show("<r^4>, spherical", r4_ref * ANG**4, "angstrom^4")
show("diffuse: d<r^4>/(<r^4> beta2^2), formula", r4_coef / r4_ref)
show("same from quadrature at |beta2|=0.05", dr4_small / 0.05**2 / r4_ref)
show("d<r^4>/<r^4> at worked beta2", change[4] / r4_ref)
show("d<r^4> at worked beta2", change[4] * ANG**4, "angstrom^4")
show("even level shift at |beta2|=0.05", de_small * EV, "eV")
show("even level shift at |beta2|=0.10", de_twice * EV, "eV")
show("power of beta2 from these two", power)
show("level shift / beta2^2 at |beta2|=0.05", de_small * EV / 0.05**2, "eV")
show("level shift, beta2 positive, eigenvalues", de_direct * EV, "eV")
show("level shift, beta2 positive, hartree", de_direct, "hartree")
show("level shift, beta2 positive, first order", de_first * EV, "eV")
show("level shift, beta2 negative, eigenvalues", de_oblate * EV, "eV")
for q in (4, 6, 8):
    show(f"contribution of r^{q}", parts[q] * EV, "eV")
show("sum of r^4 and r^6", sums[1] * EV, "eV")
show("sum of r^4, r^6 and r^8", sums[2] * EV, "eV")
show("r^4 term / first-order shift", parts[4] / de_first)
show("sum through r^8 / first-order shift", sums[2] / de_first)
show("level shift at fixed c instead", de_fixed_c * EV, "eV")
show("matched spherical diffuseness", a_match * ANG, "angstrom")
show("matched spherical c", c_match * ANG, "angstrom", 6)
show("level shift of matched sphere", de_match * EV, "eV")
show("matched sphere / deformed shift", de_match / de_direct)
print("checks complete")
```

Running it gives:

```
nuclear charge Z: 70
Z alpha: 0.51081
rms charge radius: 5.3e-05 angstrom
diffuseness a: 5.2e-06 angstrom
deformation beta2: 0.3
c, spherical: 6.371e-05 angstrom
c, beta2 positive, same rms: 6.21436e-05 angstrom
c, beta2 negative, same rms: 6.23342e-05 angstrom
point-nucleus 1s energy: -71697.8267 eV
finite-size shift, spherical: 19.463 eV
potential energy at centre: -2.27559e+07 eV
electron density at centre n0: 2.9676e+06 angstrom^-3
n2<r^2>/n0, total: -0.088067
n2<r^2>/n0, part linear in k0: -0.0055748
n2<r^2>/n0, part quadratic in k0: -0.082492
n4<r^2>^2/n0: 0.015075
n6<r^2>^3/n0: -0.0015484
sharp surface: d<r^4>/(<r^4> beta2^2), quadrature: 0.31813
1/pi: 0.31831
<r^4>, spherical: 1.0162e-17 angstrom^4
diffuse: d<r^4>/(<r^4> beta2^2), formula: 0.22118
same from quadrature at |beta2|=0.05: 0.22052
d<r^4>/<r^4> at worked beta2: 0.021469
d<r^4> at worked beta2: 2.1816e-19 angstrom^4
even level shift at |beta2|=0.05: -0.00023634 eV
even level shift at |beta2|=0.10: -0.0009374 eV
power of beta2 from these two: 1.9878
level shift / beta2^2 at |beta2|=0.05: -0.094538 eV
level shift, beta2 positive, eigenvalues: -0.0091906 eV
level shift, beta2 positive, hartree: -0.00033775 hartree
level shift, beta2 positive, first order: -0.0091525 eV
level shift, beta2 negative, eigenvalues: -0.0062528 eV
contribution of r^4: -0.012855 eV
contribution of r^6: 0.0044627 eV
contribution of r^8: -0.00086804 eV
sum of r^4 and r^6: -0.0083925 eV
sum of r^4, r^6 and r^8: -0.0092605 eV
r^4 term / first-order shift: 1.4046
sum through r^8 / first-order shift: 1.0118
level shift at fixed c instead: 0.72517 eV
matched spherical diffuseness: 5.8387e-06 angstrom
matched spherical c: 6.24226e-05 angstrom
level shift of matched sphere: -0.0088307 eV
matched sphere / deformed shift: 0.96084
checks complete
```
